# Thermal-to-Quantum Escape Crossover at a 10 GHz Macrospin Saddle

**Problem.** A single-domain magnet is described as a macrospin with angular momentum $J=\hbar S$, $S\gg1$, and unit vector $\mathbf m$. Its energy is

$$E=D\,m_x^2-K\,m_z^2,\qquad D>K>0 .$$

The magnetization rests along $+z$ or $-z$ and escapes over a saddle at $\pm y$. The damping is weak. The unstable saddle frequency is $f=10$ GHz, in cycles per second. Below what temperature does the most favourable escape path pass through the barrier rather than over its top?

## A tempting solution

The crossover occurs at $T_c=\hbar\omega_b/(2\pi k_B)$, where $\omega_b$ belongs to the unstable motion at the saddle. A frequency of 10 GHz is $10^{10}\ \mathrm{s^{-1}}$, so

$$T_c=\frac{\hbar\,(10^{10}\ \mathrm{s^{-1}})}{2\pi k_B}=12.2\ \mathrm{mK}.$$

## Where it fails

The formula is right, but the number put into it is not. Nothing oscillates at a saddle: a small deviation grows as $e^{\omega_b t}$, and $\omega_b$ is a growth rate. To quote it in cycles per second is to divide it by $2\pi$, as one does with an angular frequency. The given data therefore mean

$$\omega_b=2\pi f=6.283\times10^{10}\ \mathrm{s^{-1}}.$$

Had the problem stated a growth rate of $10^{10}\ \mathrm{s^{-1}}$, 12.2 mK would have been correct. The formula itself still has to be derived, together with the conditions under which it marks the crossover.

## Motion at the saddle

Let $\phi$ be the angle about the hard axis $x$, measured from $z$, so that $m_z=\sqrt{1-m_x^2}\cos\phi$. The variables $\phi$ and $Jm_x$ are canonically conjugate. Reversing the sense of precession changes only the sign convention. Put $\phi=\pi/2+\xi$, so that $\cos^2\phi=\sin^2\xi$ and

$$E=D m_x^2-K(1-m_x^2)\sin^2\xi .$$

The saddle has $E=0$ and the wells have $E=-K$, so the barrier is $K$. To second order $E\simeq Dm_x^2-K\xi^2$, and Hamilton's equations give

$$J\dot\xi=\frac{\partial E}{\partial m_x}=2Dm_x,\qquad J\dot m_x=-\frac{\partial E}{\partial \xi}=2K\xi .$$

Differentiating the first equation and inserting the second gives $\ddot\xi=(4KD/J^2)\,\xi$. Hence

$$\omega_b=\frac{2\sqrt{KD}}{J}.$$

For a magnet of saturation magnetization $M_s$ and volume $V$, define fields by $K=M_sVB_k/2$ and $D=M_sVB_h/2$. Since $J=M_sV/\gamma$, this becomes $\omega_b=\gamma\sqrt{B_kB_h}$.

## The crossover temperature

In thermal equilibrium the partition function is a sum over closed paths in imaginary time $\tau$, with period $\hbar/(k_BT)$ and weight $e^{-\mathcal S/\hbar}$. Near the saddle

$$\mathcal S=\int_0^{\hbar/k_BT}\!d\tau\,\left[Dm_x^2-K\xi^2-iJm_x\xi'\right],\qquad \xi'=\frac{d\xi}{d\tau}.$$

The integral over $m_x$ is Gaussian, so $m_x$ may be replaced by its stationary value $iJ\xi'/(2D)$. The two terms containing $m_x$ become

$$-\frac{J^2\xi'^2}{4D}+\frac{J^2\xi'^2}{2D}=\frac{J^2\xi'^2}{4D}.$$

Because the path is periodic, $\xi=\sum_n\xi_ne^{i\nu_n\tau}$ with $\nu_n=2\pi nk_BT/\hbar$. Using $K=J^2\omega_b^2/(4D)$,

$$\mathcal S=\frac{\hbar}{k_BT}\sum_n\frac{J^2}{4D}\left(\nu_n^2-\omega_b^2\right)|\xi_n|^2 .$$

The $n=0$ term is negative at every temperature. It describes a constant displacement down either side of the barrier, which is the ordinary unstable direction of thermal escape. At high temperature all other terms are positive, and the constant path at the saddle is stable against them. On cooling, the $n=\pm1$ terms are the first to vanish, when $\nu_1=\omega_b$:

$$\frac{2\pi k_BT_c}{\hbar}=\omega_b
\quad\Longrightarrow\quad
T_c=\frac{\hbar\omega_b}{2\pi k_B}=\frac{\hbar f}{k_B}.$$

The $2\pi$ in $\omega_b=2\pi f$ cancels the one in $\nu_1$. Numerically,

$$T_c=\frac{(1.0546\times10^{-34}\ \mathrm{J\,s})(10^{10}\ \mathrm{s^{-1}})}{1.3807\times10^{-23}\ \mathrm{J/K}}=76.4\ \mathrm{mK}.$$

In imaginary time the barrier is turned upside down, and small motion about its top is an oscillation of period $2\pi/\omega_b$. At $T_c$ this period just fits into $\hbar/(k_BT)$.

## Quantum effects above the crossover

Tunnelling close to the top already raises the rate above $T_c$. Near a well $E\simeq-K+(D+K)m_x^2+K\phi^2$, so the same algebra gives a real oscillation at $\omega_0=2\sqrt{K(K+D)}/J$. The fluctuation determinant for each $n\ge1$ is $J^2(\nu_n^2+\omega_0^2)$ in the well and $J^2(\nu_n^2-\omega_b^2)$ at the saddle. The classical transition-state rate, which assumes an equilibrium population in the well, is therefore multiplied by

$$Q=\prod_{n\ge1}\frac{\nu_n^2+\omega_0^2}{\nu_n^2-\omega_b^2}
=\frac{\omega_b}{\omega_0}\,
\frac{\sinh(\hbar\omega_0/2k_BT)}{\sin(\hbar\omega_b/2k_BT)} .$$

The closed form follows from $\prod(1+a^2/n^2)=\sinh(\pi a)/(\pi a)$ and $\prod(1-a^2/n^2)=\sin(\pi a)/(\pi a)$, with $a=\omega_0/\nu_1$ and $a=\omega_b/\nu_1$. At high temperature, expanding both functions to third order gives

$$Q\simeq1+\frac{\hbar^2(\omega_0^2+\omega_b^2)}{24(k_BT)^2}.$$

At $T_c$ the argument of the sine reaches $\pi$ and $Q$ diverges. The divergence belongs to the quadratic approximation: when the quadratic cost of the $n=\pm1$ modes vanishes, higher-order terms in the action must be kept.

## Why the condition $D>K$ is needed

The softening of one mode shows that the saddle path loses stability. It does not exclude a quite different path, deep inside the barrier, that takes over at a higher temperature. To settle this, consider escape at an energy $k^2K$ below the top, with $0\le k^2\le1$, and let $r=K/D$. Under the barrier $m_x=iu$ is imaginary, and $E=-k^2K$ reads

$$Du^2+K(1+u^2)\sin^2\xi=k^2K
\;\Longrightarrow\;
u^2=\frac{k^2-\sin^2\xi}{1/r+\sin^2\xi}.$$

The tunnelling probability is of order $e^{-B}$, with $B=2S\int u\,d\xi$ taken between the points where $u=0$. Since $u$ vanishes at the ends, differentiating the limits contributes nothing, and

$$\frac{dB}{dk^2}=S\int\frac{d\xi}{\sqrt{(k^2-\sin^2\xi)(1/r+\sin^2\xi)}} .$$

Substitute $\sin\xi=k\sin\theta$. Then $d\xi=k\cos\theta\,d\theta/\sqrt{1-k^2\sin^2\theta}$, and the factor $k\cos\theta$ cancels against $\sqrt{k^2-\sin^2\xi}$:

$$\frac{dB}{dk^2}=S\sqrt r\int_{-\pi/2}^{\pi/2}
\frac{d\theta}{\sqrt{(1-k^2\sin^2\theta)(1+rk^2\sin^2\theta)}} .$$

At the top this slope is $\pi S\sqrt r$. The crossover formula gives the same value for the barrier in thermal units:

$$\frac{K}{k_BT_c}=\frac{2\pi K}{\hbar\omega_b}=\frac{2\pi K\,\hbar S}{2\hbar\sqrt{KD}}=\pi S\sqrt r .$$

To escape at depth $k^2$ the spin must first be thermally excited by $(1-k^2)K$. The total exponent is

$$W=(1-k^2)\frac{K}{k_BT}+B(k^2),\qquad
\frac{dW}{dk^2}=-\frac{K}{k_BT}+\frac{dB}{dk^2}.$$

With $y=k^2\sin^2\theta$, the product under the root is $1-(1-r)y-ry^2$. For $r<1$ it falls as $y$ grows, so $dB/dk^2$ rises with depth. There are then two cases.

- For $T>T_c$, $K/(k_BT)$ is smaller than the slope at every depth. $W$ increases with $k^2$, and the best path goes over the top.
- For $T<T_c$, $W$ first decreases with depth. Its minimum lies where $dB/dk^2=K/(k_BT)$, and this point moves away from the top continuously.

So for $D>K$ the softening temperature is the crossover temperature, at the level of the leading exponent. For $r=0.165$, the value found for the element below, minimizing $W$ numerically puts the best depth at 0 for $1.02\,T_c$, at $0.09K$ for $0.98\,T_c$ and at $0.40K$ for $0.90\,T_c$.

For $r>1$ the slope near the top is $\pi S\sqrt r\,[1+(1-r)k^2/4]$ to first order in $k^2$, which decreases with depth. A deep path can then win before the top becomes unstable. For $r=4$ and $T=1.04\,T_c$ the minimum of $W$ lies at depth $0.88K$. The change of mechanism is then a jump at a temperature above $\hbar f/k_B$, and the formula no longer gives the crossover.

## Another estimate that misses

One might instead equate the thermal exponent $K/(k_BT)$ with the zero-temperature tunnelling exponent. At $k=1$, with $s=\sin\xi$,

$$B(1)=2S\int_{-1}^{1}\frac{ds}{\sqrt{1/r+s^2}}=4S\,\mathrm{arsinh}\sqrt r ,$$

so the two exponents are equal at

$$T_{\rm eq}=\frac{K}{k_BB(1)}=T_c\,\frac{\pi\sqrt r}{4\,\mathrm{arsinh}\sqrt r}.$$

For $r=0.165$ and the same $f$ this is 61.6 mK. The estimate compares only the two extreme paths, over the top and through the bottom. If the energy is treated as continuous, a path at intermediate energy beats both at every temperature between zero and 76.4 mK, because $dB/dk^2$ starts at $K/(k_BT_c)$ at the top and grows without limit as $k^2\to1$. That growth is only logarithmic, however, and the levels in the well are discrete. At low enough temperature the best depth falls below the lowest level, and tunnelling from that level dominates. For $r=0.165$ this happens below about $0.26\,T_c$ (20 mK) for $S=1.22\times10^5$, below about $0.5\,T_c$ for $S=200$ and below about $0.74\,T_c$ for $S=24$.

## Comparison with exact spin levels

The semiclassical result can be tested on the levels of a quantum spin with the same energy function. With integer $S$ and no applied field, the amplitudes through the two equivalent barriers at $\pm y$ add. A pair of levels is then split by about $(2\,\delta E/\pi)e^{-B/2}$, where $\delta E$ is the local spacing between pairs. This is twice the usual semiclassical splitting for one barrier.

Exact diagonalization for $S=200$ and $r=0.165$ gave eight usable pairs below the top. The exponents $B$ extracted from their splittings differ from the integral by less than 0.01, when the semiclassical spin length is taken as $S+\tfrac12$. The change of energy divided by the change of $B$ from pair to pair defines a temperature. Extrapolated to the barrier top, it agrees with the predicted $T_c$ to within about 0.3%, and the remaining difference depends on the choice of fit and of the pairs included.

## Weak damping

Gilbert damping adds $\alpha J\dot m_i$ to each energy gradient. With $\xi$ and $m_x$ proportional to $e^{\lambda t}$, the saddle equations become

$$J\lambda\,\xi=(2D+\alpha J\lambda)\,m_x,\qquad
J\lambda\, m_x=(2K-\alpha J\lambda)\,\xi .$$

Multiplying them, cancelling $\xi m_x$ and collecting powers of $\lambda$ gives

$$(1+\alpha^2)\lambda^2+\frac{2\alpha(D-K)}{J}\lambda-\omega_b^2=0 .$$

The same equation fixes the softening in imaginary time if the damping comes from two independent ohmic baths of oscillators of equal strength, one coupled to each component. An oscillator of frequency $w$ with energy $\tfrac12p^2+\tfrac12w^2(q-cm)^2$ contributes, once eliminated, $\tfrac12m^2c^2w^2\nu^2/(\nu^2+w^2)$. Choosing $\sum c^2w^2\to(2/\pi)\alpha J\int_0^\infty dw$ and using $\int_0^\infty dw\,\nu^2/(\nu^2+w^2)=\pi|\nu|/2$, the sum is $\tfrac12\alpha J|\nu|m^2$. The curvatures $2D$ and $-2K$ are both raised by $\alpha J|\nu|$, and the determinant

$$(2D+\alpha J|\nu|)(-2K+\alpha J|\nu|)+J^2\nu^2$$

vanishes at $|\nu|=\lambda$. The damped softening temperature is therefore $\hbar\lambda/(2\pi k_B)$. For weak damping and $r$ well below 1, as here, the onset remains smooth and this is also the crossover. To first order in $\alpha$,

$$\frac{\lambda}{\omega_b}\simeq1-\frac{\alpha(1-r)}{2\sqrt r}.$$

For $\alpha=0.01$ and $r=0.165$ the ratio is 0.990, and $T_c$ moves from 76.4 to 75.6 mK. A spin coupled to an explicit set of bath oscillators gives the same ratio to three digits. If the quoted $f=10$ GHz already includes damping, so that $2\pi f$ is $\lambda$ itself, no correction is to be applied.

## What this means for a memory element

Take an in-plane element with $M_s=1200$ kA/m, length 36 nm and thickness 5 nm, modelled as an ellipsoid whose shape supplies all the anisotropy. A width of 20.02 nm then gives the required frequency. The demagnetizing factors along thickness, width and length are 0.7538, 0.1712 and 0.0751, and $\mu_0M_s=1.508$ T, so

$$B_k=1.508\,(0.1712-0.0751)\ \mathrm T=145\ \mathrm{mT},$$
$$B_h=1.508\,(0.7538-0.1712)\ \mathrm T=879\ \mathrm{mT}.$$

Hence $r=145/879=0.165$, well inside the smooth regime. The barrier is 1.02 eV, or 39.6 in units of $k_BT$ at 300 K. A rough transition-state estimate puts the retention time there at about three months. At that temperature the undamped formula for $Q$ gives a quantum correction of $2\times10^{-7}$ of the rate. Weak damping adds a contribution that depends on the highest bath frequencies and can be larger than this, but it is still far below one. The retention is therefore governed by classical activation.

At the crossover the picture is different. With $S=1.22\times10^5$,

$$\frac{K}{k_BT_c}=\pi S\sqrt r=1.56\times10^5 ,$$

which is a Boltzmann factor of about $10^{-67\,600}$. The zero-temperature tunnelling exponent is larger still, $1.93\times10^5$. In this model the element does not reverse by either mechanism in any accessible time; $T_c$ says which of two negligible processes is the less negligible. For the exponent at $T_c$ to be as small as 30, with $f$ and $r$ held fixed, the spin would have to be $S\approx24$, a cluster rather than a storage element.

The magnetization is a rough value for a cobalt-iron-based free layer. The thickness of 5 nm is large for such a layer next to an oxide tunnel barrier, and real elements are flat patterned films rather than ellipsoids. The assumption that shape alone sets $B_h$ can also fail. In a flat film of thickness $t$, an interface anisotropy energy $K_i$ per unit area that favours the film normal opposes the hard-axis field by $2K_i/(M_st)$. For a rough $K_i=1$ mJ/m² and $t=5$ nm this is 333 mT. Taking this flat-film value as a rough guide and leaving $B_k$ unchanged lowers $\omega_b$ by the factor $\sqrt{(879-333)/879}=0.79$ and $T_c$ to about 60 mK. On the ellipsoid itself, whose mean thickness is only $2t/3$, the reduction would be larger. The relation $T_c=\hbar f/k_B$ survives, but this element's $f$ is then no longer 10 GHz.

Uniform rotation is also an assumption. In a bar of uniform cross-section, a non-uniform deviation varying as a half cosine along the length $L$ costs an exchange field of $2A(\pi/L)^2/M_s=254$ mT, for a rough stiffness $A=20$ pJ/m. An ellipsoid tapers towards its ends, which raises the cost of the same profile to nearly twice this value. Both values exceed $B_k=145$ mT, so the estimate favours a coherent saddle. It ignores the change in magnetostatic energy and does not prove coherence. In a longer element the exchange cost falls as $1/L^2$; once it drops below $B_k$, this estimate gives the uniform saddle a second unstable direction, and the macrospin barrier and frequency can no longer be relied on. The numerical output below lists the values used here.

## Numbers as computed

```
saddle frequency f = 10.0 GHz
saddle growth rate omega_b = 6.2832e+10 1/s
crossover temperature T_c = 76.38 mK
wrong value if f is used as omega_b = 12.16 mK
magnetization Ms = 1200 kA/m; mu0*Ms = 1.508 T
length = 36.0 nm; thickness = 5.0 nm
solved width = 20.02 nm; volume = 1887 nm^3
demagnetizing factors x, y, z = 0.7538, 0.1712, 0.0751
easy-axis field B_k = 144.9 mT
hard-axis field B_h = 878.6 mT
anisotropy ratio r = K/D = 0.1650
well frequency = 10.79 GHz
spin number S = 1.2193e+05
barrier K = 1.0240 eV
barrier/(k_B*300 K) = 39.61
rough transition-state retention at 300 K = 85.6 days
barrier/(k_B*T_c) = 1.5558e+05
log10 of thermal Boltzmann factor at T_c = -67567
zero-temperature tunnelling exponent = 1.9301e+05
temperature where the two exponents are equal = 61.57 mK
spin S for thermal exponent 30 at T_c = 23.5
best depth/K at 1.02, 0.98, 0.90 T_c = 0.000, 0.092, 0.396
best depth/K at 1.04 T_c for r = 4 (jump case) = 0.879
exact spin test: S = 200, level pairs used = 8
exact spin test: largest exponent error = 0.0074
exact spin test: extrapolated T_c / formula = 1.0004
damping alpha = 0.01; growth rate/omega_b = 0.98972
explicit bath growth rate/omega_b = 0.98974
damped crossover temperature = 75.60 mK
quantum rate enhancement at 2 T_c = 2.4392
relative quantum rate correction at 300 K = 2.31e-07
exchange stiffness (rough) = 20 pJ/m
exchange field of lowest non-uniform mode = 253.8 mT
interface anisotropy (rough) = 1.0 mJ/m^2
interface field opposing B_h = 333.3 mT
T_c if that interface term is added = 60.2 mK
```
